# Why the methyl group in toluene turns almost freely: test program

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""
Result under test: a threefold methyl top on a frame with twofold symmetry has
no threefold torsional term; the first surviving term is V6, which is small
because high harmonics of smooth interactions are weak. The J = 0 torsional
levels are then close to F m^2.

alpha : angle of one methyl CH bond about the C-C axis, 0 in the ring plane
V_n   : coefficients in V(alpha) = sum (V_n/2) (1 - cos(n alpha)), cm^-1
F     : internal-rotation constant, cm^-1;  m : free-rotor quantum number
c_n   : u(alpha) = c_0 + 2 sum c_n cos(n alpha) for one H and one frame site
"""
import numpy as np
from scipy import constants as const
from scipy.special import binom
from pyscf import gto, scf, lib

lib.num_threads(1)

# ---------- idealized rigid geometry (angstrom), top axis along z ----------
R_RING, R_CH, R_CC, R_CF = 1.39, 1.09, 1.51, 1.35
RHO = R_CH * np.sqrt(8.0) / 3.0      # tetrahedral methyl: H distance from axis
Z_H = R_CH / 3.0
Z_CENTRE = -R_CC - R_RING


def ring_point(radius, k):
    angle = k * np.pi / 3
    return np.array([0.0, radius * np.sin(angle),
                     Z_CENTRE + radius * np.cos(angle)])


def methyl_hydrogens(alpha):
    phases = alpha + 2 * np.pi * np.arange(3) / 3
    return [np.array([RHO * np.sin(p), RHO * np.cos(p), Z_H]) for p in phases]


def molecule(alpha, ortho="H"):
    frame = [("C", ring_point(R_RING, k)) for k in range(6)]
    for k in range(1, 6):
        element = ortho if k == 1 else "H"
        bond = R_CF if element == "F" else R_CH
        frame.append((element, ring_point(R_RING + bond, k)))
    top = [("C", np.zeros(3))] + [("H", p) for p in methyl_hydrogens(alpha)]
    return frame, top


# ---------- F from moments of inertia and from explicit velocities ----------
u_mass = const.atomic_mass
mass = {"C": 12.0, "H": (const.m_p + const.m_e) / u_mass}
to_cm = const.hbar**2 / (2 * u_mass * 1e-20) / (const.h * const.c * 100)
frame, top = molecule(0.3)


def axis_inertia(atoms):
    return sum(mass[e] * (p[0]**2 + p[1]**2) for e, p in atoms)


I_top, I_frame = axis_inertia(top), axis_inertia(frame)
F = to_cm * (1 / I_top + 1 / I_frame)


def motion(frame_rate):
    """Angular momentum and kinetic energy at unit relative torsional rate."""
    momentum, energy = np.zeros(3), 0.0
    for atoms, rate in ((frame, frame_rate), (top, frame_rate + 1.0)):
        for e, p in atoms:
            v = np.cross([0.0, 0.0, rate], p)
            momentum += mass[e] * np.cross(p, v)
            energy += 0.5 * mass[e] * v @ v
    return momentum, energy


L0, L1 = motion(0.0)[0], motion(1.0)[0]
counter_rate = -L0[2] / (L1[2] - L0[2])
L_zero, kinetic = motion(counter_rate)
assert np.linalg.norm(L_zero) < 1e-10
assert abs(to_cm / (2 * kinetic) - F) < 1e-10

# ---------- pair sum: direct sums over positions against the series ----------
U0, D0 = 50.0, 2.4                   # model: u = U0 (D0/d)^(2s)
site_plus = ring_point(R_RING + R_CH, 1)
site_minus = ring_point(R_RING + R_CH, 5)
A = (Z_H - site_plus[2])**2 + RHO**2 + site_plus[1]**2
B = 2 * RHO * site_plus[1]
q = (A - np.sqrt(A * A - B * B)) / B
grid = 2 * np.pi * np.arange(360) / 360


def pair_sum(sites, weights, s):
    values = []
    for alpha in grid:
        total = 0.0
        for h in methyl_hydrogens(alpha):
            for site, weight in zip(sites, weights):
                total += weight * U0 * (D0**2 / np.sum((h - site)**2))**s
        values.append(total)
    return np.array(values)


def harmonic(values, n):
    return 2 * np.mean(values * np.cos(n * grid))


def series_c(n, s):
    k = np.arange(80)
    terms = binom(s - 1 + k + n, k + n) * binom(s - 1 + k, k) * q**(2 * k)
    return U0 * D0**(2 * s) * (2 * q / B)**s * q**n * terms.sum()


ratio = {}
for s in (3, 6):
    one = pair_sum([site_plus], [1.0], s)
    both = pair_sum([site_plus, site_minus], [1.0, 1.0], s)
    uneven = pair_sum([site_plus, site_minus], [1.0, 0.8], s)
    assert abs(harmonic(one, 3) - 6 * series_c(3, s)) < 1e-8
    assert abs(harmonic(one, 6) - 6 * series_c(6, s)) < 1e-8
    assert abs(harmonic(both, 6) - 12 * series_c(6, s)) < 1e-8
    for n in range(1, 12):
        if n != 6:
            assert abs(harmonic(both, n)) < 1e-8
    assert abs(harmonic(uneven, 3) - 6 * 0.2 * series_c(3, s)) < 1e-8
    ratio[s] = abs(harmonic(both, 6) / harmonic(one, 3))
    assert abs(ratio[s] - 2 * series_c(6, s) / series_c(3, s)) < 1e-8
assert ratio[3] < ratio[6] < 1       # softer force, smaller sixfold term
pair_V3_one = -2 * harmonic(one, 3)  # these arrays belong to s = 6
pair_V6_one = -2 * harmonic(one, 6)
pair_V3_both = -2 * harmonic(both, 3)
pair_V6_both = -2 * harmonic(both, 6)
pair_V3_uneven = -2 * harmonic(uneven, 3)
pair_barrier = both.max() - both.min()

# ---------- electronic energies: whole interaction, not only pairs ----------
hartree_cm = const.value("hartree-inverse meter relationship") / 100


def electronic_energy(degrees, ortho):
    parts = molecule(np.radians(degrees), ortho)
    atoms = [(e, tuple(p)) for part in parts for e, p in part]
    mol = gto.M(atom=atoms, basis="sto-3g", unit="Angstrom", verbose=0)
    solver = scf.RHF(mol)
    solver.conv_tol = 1e-11
    energy = solver.kernel()
    assert solver.converged
    return energy * hartree_cm


tol = {d: electronic_energy(d, "H") for d in (0, 15, 30, 60)}
flu = {d: electronic_energy(d, "F") for d in (0, 30, 60)}
tol_V3 = tol[60] - tol[0]
tol_V6 = tol[30] - 0.5 * (tol[0] + tol[60])
tol_V12 = tol[15] - tol[0] - 0.5 * tol_V6
flu_V3 = flu[60] - flu[0]            # includes any ninefold term
flu_V6 = flu[30] - 0.5 * (flu[0] + flu[60])
assert abs(tol_V3) < 1e-3            # SCF convergence noise only
assert abs(tol_V6) < 30
assert abs(tol_V12) < 0.2 * abs(tol_V6)
assert abs(flu_V3) > 5 * abs(tol_V6)

# ---------- torsional levels ----------
m_basis = np.arange(-36, 37)


def torsion(barrier, fold):
    H = np.diag(F * m_basis**2 + barrier / 2)
    off = np.full(len(m_basis) - fold, -barrier / 4)
    return np.linalg.eigh(H + np.diag(off, fold) + np.diag(off, -fold))


V6, V3_HYP = 5.0, 200.0
levels, vectors = torsion(V6, 6)
formula = [V6 / 2 - V6**2 / (288 * F)]
for m in (1, 2, 4, 5):
    formula += 2 * [F * m**2 + V6 / 2 + V6**2 / (32 * F * (m**2 - 9))]
for sign in (-1, 1):
    formula.append(9 * F + V6 / 2 + sign * V6 / 4 - V6**2 / (1152 * F))
    formula.append(36 * F + V6 / 2 + V6**2 / (864 * F)
                   + sign * V6**2 / (576 * F))
assert np.max(np.abs(levels[:13] - np.sort(formula))) < 1e-3
flipped = torsion(-V6, 6)[0]
assert np.allclose(flipped[:13] - flipped[0], levels[:13] - levels[0],
                   atol=1e-9)
assert levels[0] < V6                # below the barrier top, yet nearly free
wave = np.exp(1j * np.outer(grid, m_basis)) @ vectors[:, 0]
density = np.abs(wave)**2
contrast = density.max() / density.min()
mixing = V6 / (144 * F)
assert abs(contrast - ((1 + 2 * mixing) / (1 - 2 * mixing))**2) < 1e-3
hindered = torsion(V3_HYP, 3)[0]
tunnel = hindered[1] - hindered[0]
assert tunnel < 0.2 * F              # deep threefold wells: tunnelling pair

# ---------- printed numbers ----------
print(f"Lengths ring CC, CH, C-CH3, CF: {R_RING}, {R_CH}, {R_CC}, {R_CF} A")
print(f"Methyl H distance from axis: {RHO:.4f} A")
print(f"I_top = {I_top:.4f} u A^2, I_frame = {I_frame:.3f} u A^2")
print(f"hbar^2/2 in these units: {to_cm:.4f} cm^-1 u A^2")
print(f"F = {F:.4f} cm^-1")
print(f"Frame rate per unit torsional rate at J=0: {counter_rate:.4f}")
print(f"Pair model: {U0} cm^-1 at {D0} A, power d^-12")
print(f"A = {A:.4f} A^2, B = {B:.4f} A^2, q = {q:.4f}, q^3 = {q**3:.5f}")
print(f"c3 = {series_c(3, 6):.4f}, c6 = {series_c(6, 6):.4f} cm^-1")
print(f"One site: V3 = {pair_V3_one:.3f}, V6 = {pair_V6_one:.3f} cm^-1")
print(f"Two sites: |V3| = {abs(pair_V3_both):.1e} cm^-1")
print(f"Two sites: V6 = {pair_V6_both:.3f} cm^-1")
print(f"Two sites: max minus min = {pair_barrier:.3f} cm^-1")
print(f"Sides weighted 1 and 0.8: V3 = {pair_V3_uneven:.3f} cm^-1")
print(f"|V6(two)/V3(one)|, d^-12: {ratio[6]:.4f}; d^-6: {ratio[3]:.4f}")
print("RHF/STO-3G, rigid idealized geometry:")
print(f"  toluene |E(60 deg)-E(0)| = {abs(tol_V3):.1e} cm^-1")
print(f"  toluene V6 = {tol_V6:.3f} cm^-1, V12 = {tol_V12:.4f} cm^-1")
print(f"  2-fluorotoluene V3 (with V9) = {flu_V3:.2f} cm^-1")
print(f"  2-fluorotoluene V6 = {flu_V6:.2f} cm^-1")
print(f"Torsional levels for chosen V6 = {V6} cm^-1")
print(f"  m=0 above potential minimum: {levels[0]:.4f} cm^-1")
print("  |m|, F m^2, level(s) minus m=0 level (cm^-1):")
for m in range(1, 7):
    low, high = levels[2 * m - 1:2 * m + 1] - levels[0]
    print(f"  {m}  {F * m**2:9.4f}  {low:9.4f}  {high:9.4f}")
print(f"  splitting of |m|=3: {levels[6] - levels[5]:.4f} cm^-1")
print(f"  splitting of |m|=6: {levels[12] - levels[11]:.4f} cm^-1")
print(f"  V6/4 = {V6 / 4:.3f} cm^-1, 36F = {36 * F:.2f} cm^-1")
print(f"  mixing a = {mixing:.5f}, density max/min = {contrast:.4f}")
print(f"Hypothetical V3 = {V3_HYP} cm^-1, same F:")
print(f"  lowest level above minimum: {hindered[0]:.3f} cm^-1")
print(f"  tunnelling splitting: {tunnel:.4f} cm^-1")
print("  levels 4 to 6 minus lowest (cm^-1): "
      + ", ".join(f"{x - hindered[0]:.3f}" for x in hindered[3:6]))
print("finished without a failed check")
```

It prints:

```
Lengths ring CC, CH, C-CH3, CF: 1.39, 1.09, 1.51, 1.35 A
Methyl H distance from axis: 1.0277 A
I_top = 3.1931 u A^2, I_frame = 88.151 u A^2
hbar^2/2 in these units: 16.8576 cm^-1 u A^2
F = 5.4707 cm^-1
Frame rate per unit torsional rate at J=0: -0.0350
Pair model: 50.0 cm^-1 at 2.4 A, power d^-12
A = 9.7628 A^2, B = 4.4143 A^2, q = 0.2390, q^3 = 0.01365
c3 = 4.9239, c6 = 0.4647 cm^-1
One site: V3 = -59.087, V6 = -5.576 cm^-1
Two sites: |V3| = 1.8e-14 cm^-1
Two sites: V6 = -11.152 cm^-1
Two sites: max minus min = 11.152 cm^-1
Sides weighted 1 and 0.8: V3 = -11.817 cm^-1
|V6(two)/V3(one)|, d^-12: 0.1887; d^-6: 0.0736
RHF/STO-3G, rigid idealized geometry:
  toluene |E(60 deg)-E(0)| = 1.6e-07 cm^-1
  toluene V6 = 0.365 cm^-1, V12 = -0.0007 cm^-1
  2-fluorotoluene V3 (with V9) = 24.21 cm^-1
  2-fluorotoluene V6 = 3.44 cm^-1
Torsional levels for chosen V6 = 5.0 cm^-1
  m=0 above potential minimum: 2.4841 cm^-1
  |m|, F m^2, level(s) minus m=0 level (cm^-1):
  1     5.4707     5.4687     5.4687
  2    21.8828    21.8701    21.8701
  3    49.2363    47.9982    50.4982
  4    87.5311    87.5674    87.5674
  5   136.7674   136.7922   136.7922
  6   196.9451   196.9583   196.9742
  splitting of |m|=3: 2.5000 cm^-1
  splitting of |m|=6: 0.0159 cm^-1
  V6/4 = 1.250 cm^-1, 36F = 196.95 cm^-1
  mixing a = 0.00635, density max/min = 1.0521
Hypothetical V3 = 200.0 cm^-1, same F:
  lowest level above minimum: 46.172 cm^-1
  tunnelling splitting: 0.1870 cm^-1
  levels 4 to 6 minus lowest (cm^-1): 83.216, 83.216, 87.184
finished without a failed check
```
